\section*{Apparent activation energy in the Grove model as a resistance-weighted average}

\section{Definitions and conventions}

A precursor gas supplies atoms to a growing film. Before it can react, a precursor molecule must cross a layer of gas next to the surface. The Grove model treats this transport and the surface reaction as two processes in series. The symbols are as follows.

\begin{itemize}
\item $C_g$ is the precursor concentration (molecules per volume) at the outer edge of the gas layer, and $C_s$ is the concentration in the gas at the surface.
\item $F$ is the precursor flux towards the surface, counted positive in that direction.
\item $k$ is the surface rate constant and $h$ the gas-phase transfer coefficient. Both have the unit of a velocity.
\item $R$ is the growth rate, the thickness of solid added per unit time, and $N$ is the number of film atoms per volume of solid.
\item $T$ is the absolute temperature, $k_B$ is Boltzmann's constant, and $\beta=1/(k_BT)$.
\end{itemize}

For any positive quantity $X(T)$ the local activation energy is
\begin{equation}
E_X=-\frac{d\ln X}{d\beta}.
\label{eq:def}
\end{equation}
If $X=X_0e^{-\beta E}$ with constant $X_0$ and $E$, then $E_X=E$. For other temperature dependences $E_X$ is the negative local slope of $\ln X$ against $\beta$, and it need not be the height of any barrier. Three cases have their own names: $E_s$ for $X=k$, $E_h$ for $X=h$, and $E_{\rm app}$, the apparent activation energy, for $X=R$. The same definition applied to the feed concentration $C_g$ gives $E_C$.

The quantities $1/k$ and $1/h$ are called the surface and film resistances. Their shares of the total are
\begin{equation}
w_s=\frac{1/k}{1/k+1/h}=\frac{h}{h+k},\qquad
w_h=\frac{1/h}{1/k+1/h}=\frac{k}{h+k},
\label{eq:weights}
\end{equation}
where the second forms follow on multiplying numerator and denominator by $kh$. Both shares are positive and $w_s+w_h=1$.

\section{Assumptions and theorem}

The assumptions are:
\begin{enumerate}
\item The process is steady, and the precursor is dilute, so that it crosses the gas layer by ordinary diffusion without a net flow towards the surface.
\item The layer has a fixed thickness $\delta$ and the same temperature as the surface. No reaction takes place inside it.
\item The surface reaction is irreversible and of first order, $F=kC_s$.
\item Each consumed molecule adds one atom to the film, and $N$ does not depend on temperature.
\end{enumerate}

\subsection*{Theorem}

Under these assumptions
\begin{equation}
E_{\rm app}=w_sE_s+w_hE_h+E_C .
\label{eq:main}
\end{equation}
If $C_g$ is held fixed while the temperature is varied, $E_C=0$ and the apparent activation energy is the resistance-weighted average of $E_s$ and $E_h$. If instead the partial pressure of an ideal precursor gas is held fixed, $E_C=-k_BT$.

The condition on the feed is needed: the statement that $E_{\rm app}$ is an average of the surface and transport energies, with nothing added, holds when $C_g$ does not vary with temperature.

\section{Two lemmas and the proof}

\subsection*{Lemma 1: the resistances add}

The growth rate is
\begin{equation}
R=\frac{F}{N}=\frac{C_g}{N}\,\frac{1}{1/k+1/h},\qquad h=\frac{D}{\delta},
\label{eq:series}
\end{equation}
where $D$ is the diffusivity of the precursor in the carrier gas.

\emph{Proof.} Let $z$ be the distance from the surface. In a steady state without reaction in the gas, the flux is the same at every $z$. Fick's law for the flux towards the surface reads $F=D\,dC/dz$, with a positive sign because molecules move towards smaller $z$ when $C$ increases with $z$. The layer is isothermal, so $D$ is uniform, and $dC/dz$ is constant. Integration from $z=0$ to $z=\delta$ gives
\begin{equation}
F=\frac{D}{\delta}(C_g-C_s)=h(C_g-C_s).
\label{eq:film}
\end{equation}
The surface consumes $F=kC_s$. Thus $C_g-C_s=F/h$ and $C_s=F/k$. Adding these two equations eliminates $C_s$:
\begin{equation}
C_g=F\left(\frac1k+\frac1h\right).
\end{equation}
Solving for $F$ and dividing by $N$ gives (\ref{eq:series}). $\square$

The concentration plays the part of a voltage and the flux that of a current. The total drop $C_g$ is divided between the film and the surface in proportion to their resistances.

\subsection*{Lemma 2: the surface share is a concentration ratio}

\begin{equation}
w_s=\frac{C_s}{C_g},\qquad w_h=\frac{C_g-C_s}{C_g}.
\label{eq:ratio}
\end{equation}

\emph{Proof.} Divide $C_s=F/k$ by $C_g=F(1/k+1/h)$. The flux cancels and the definition of $w_s$ remains. The second relation is $w_h=1-w_s$. $\square$

When the surface reaction is slow, the gas at the surface is hardly depleted and $w_s$ is close to one. When the reaction is fast, $C_s$ is small compared with $C_g$, and nearly all of the concentration drop lies across the gas film.

\subsection*{Proof of the theorem}

Write $S=1/k+1/h$ for the total resistance. By Lemma 1, $\ln R=\ln C_g-\ln N-\ln S$. Since $N$ is constant,
\begin{equation}
E_{\rm app}=-\frac{d\ln C_g}{d\beta}+\frac{1}{S}\frac{dS}{d\beta}
=E_C+\frac1S\frac{dS}{d\beta}.
\label{eq:step}
\end{equation}
The derivative of a single resistance follows from the chain rule and (\ref{eq:def}):
\begin{equation}
\frac{d}{d\beta}\frac1k=-\frac{1}{k^2}\frac{dk}{d\beta}
=-\frac1k\frac{d\ln k}{d\beta}=\frac{E_s}{k},
\end{equation}
and in the same way $d(1/h)/d\beta=E_h/h$. Therefore
\begin{equation}
\frac1S\frac{dS}{d\beta}=\frac{E_s/k+E_h/h}{1/k+1/h}=w_sE_s+w_hE_h,
\end{equation}
which turns (\ref{eq:step}) into (\ref{eq:main}).

At fixed $C_g$ the derivative defining $E_C$ vanishes. At fixed partial pressure $p$ the ideal-gas law gives $C_g=p/(k_BT)=p\beta$. Then $\ln C_g=\ln p+\ln\beta$ and
\begin{equation}
E_C=-\frac{1}{\beta}=-k_BT .
\end{equation}
The sign is negative because heating at fixed pressure dilutes the feed, which makes the growth rate rise less steeply with temperature. $\square$

\subsection*{Remark: why resistances are the weights}

A small relative change of $k$ changes the total resistance in proportion to the part that $1/k$ contributes to it. If that part is negligible, even a strongly activated surface reaction leaves little trace in the slope. Weighting by the conductances $k$ and $h$ would interchange $w_s$ and $w_h$ and give the greatest influence to the faster process. That rule would belong to two parallel channels, whose rates add.

\section{Transport energy and limiting cases}

Take an Arrhenius surface reaction, $k=k_0e^{-\beta E_s}$ with constant $k_0$ and $E_s$. At fixed total pressure let the diffusivity follow the power law $D\propto T^m$. Since $\delta$ is fixed, $h\propto T^m\propto\beta^{-m}$, so $\ln h=\text{const}-m\ln\beta$ and
\begin{equation}
E_h=\frac m\beta=mk_BT.
\label{eq:eh}
\end{equation}
The transport energy is thus of the order of the thermal energy and grows with temperature. It describes a power law; no barrier is crossed in the gas. The value $mk_BT$ depends on the fixed $\delta$. In a flow reactor the layer thickness changes with temperature. If $\delta\propto T^s$, equation (\ref{eq:main}) still holds, but $E_h=(m-s)k_BT$. For a laminar boundary layer, $\delta$ scales as the square root of the viscosity divided by density times velocity. With a viscosity proportional to $T^{0.7}$ this gives $s\approx0.35$ at fixed mass flow and $s\approx0.85$ at fixed velocity. The limits below are then lowered accordingly, and the transport limit at fixed partial pressure can be close to zero or slightly negative.

At fixed $C_g$, equation (\ref{eq:main}) can be written in two equivalent ways by using $w_s+w_h=1$:
\begin{equation}
E_{\rm app}=E_s-w_h(E_s-E_h)=E_h+w_s(E_s-E_h).
\label{eq:twoforms}
\end{equation}
The limits can be read off.
\begin{itemize}
\item For $k\ll h$, $w_h\to0$ and $E_{\rm app}\to E_s$. This is the surface-controlled regime.
\item For $k\gg h$, $w_s\to0$ and $E_{\rm app}\to mk_BT$. This is the transport-controlled regime.
\item For $k=h$ both shares are $1/2$ and $E_{\rm app}=(E_s+E_h)/2$.
\end{itemize}
At fixed partial pressure $k_BT$ is subtracted in each case. The surface limit becomes $E_s-k_BT$ and the transport limit $(m-1)k_BT$.

\section{Consequences for an Arrhenius plot}

\subsection*{Corollary 1: curvature}

With $E_s$ constant and $E_h=mk_BT$, at fixed $C_g$,
\begin{equation}
\frac{dE_{\rm app}}{d\beta}=w_sw_h(E_s-E_h)^2-w_hm(k_BT)^2 .
\label{eq:curv}
\end{equation}
At fixed partial pressure $(k_BT)^2$ is added on the right.

\emph{Proof.} Put $q=k/h$, so that $w_s=1/(1+q)$ and $w_h=q/(1+q)$. From (\ref{eq:def}), $d\ln q/d\beta=-E_s+E_h$, and hence
\begin{equation}
\frac{dw_s}{d\beta}=-\frac{q}{(1+q)^2}\frac{d\ln q}{d\beta}
=w_sw_h(E_s-E_h).
\label{eq:dw}
\end{equation}
Differentiate $E_{\rm app}=E_h+w_s(E_s-E_h)$:
\begin{equation}
\frac{dE_{\rm app}}{d\beta}=\frac{dw_s}{d\beta}(E_s-E_h)+(1-w_s)\frac{dE_h}{d\beta}.
\end{equation}
Insert (\ref{eq:dw}), $1-w_s=w_h$ and $dE_h/d\beta=-m/\beta^2=-m(k_BT)^2$. This gives (\ref{eq:curv}). At fixed partial pressure there is the further term $dE_C/d\beta=d(-1/\beta)/d\beta=(k_BT)^2$. $\square$

Because $d^2\ln R/d\beta^2=-dE_{\rm app}/d\beta$, a positive right-hand side means that the plot of $\ln R$ against $\beta$ is concave: it flattens towards high temperature. At fixed $C_g$ this holds as long as
\begin{equation}
w_s>\frac{m(k_BT)^2}{(E_s-E_h)^2}.
\label{eq:cond}
\end{equation}
For $E_s$ much larger than $k_BT$ the bound is small. At the bound $E_{\rm app}$ passes through a minimum as a function of temperature (near 1710 K for the parameters of the worked example below). Beyond it $E_{\rm app}$ rises again, and it approaches the slow rise of $mk_BT$ only when $w_s$ is far below the bound.

\subsection*{Corollary 2: slope between two temperatures}

Let $\beta_1<\beta_2$, so that $\beta_1$ belongs to the hotter point. The activation energy read from these two points is
\begin{equation}
\bar E=\frac{\ln R(\beta_1)-\ln R(\beta_2)}{\beta_2-\beta_1}
=\frac{1}{\beta_2-\beta_1}\int_{\beta_1}^{\beta_2}E_{\rm app}\,d\beta .
\label{eq:secant}
\end{equation}

\emph{Proof.} By definition $d\ln R=-E_{\rm app}\,d\beta$. Integration from $\beta_1$ to $\beta_2$ gives $\ln R(\beta_2)-\ln R(\beta_1)=-\int_{\beta_1}^{\beta_2}E_{\rm app}\,d\beta$. Change the sign and divide by $\beta_2-\beta_1$. $\square$

A line drawn across the transition therefore gives a mean over changing shares, which depends on the chosen interval.

\subsection*{Corollary 3: the share from the slope}

At fixed $C_g$ and for $E_s\neq E_h$, solving (\ref{eq:twoforms}) for $w_s$ gives
\begin{equation}
w_s=\frac{E_{\rm app}-E_h}{E_s-E_h}.
\label{eq:inverse}
\end{equation}
By Lemma 2 this is also the ratio $C_s/C_g$. An error $\Delta E$ in the measured slope causes an error $\Delta E/(E_s-E_h)$ in the share. For data taken at fixed partial pressure, $k_BT$ must first be added to the measured slope.

\section{Worked example}

The parameters are round model values: $E_s=1.6$ eV, $k_0=2\times10^5$ m/s, $D=2\times10^{-5}$ m$^2$/s at 300 K, $m=1.75$, $\delta=5$ mm, $p=100$ Pa and $N=5\times10^{28}$ m$^{-3}$. The fixed-concentration case uses the value of $C_g$ that this pressure gives at 1200 K, $6.036\times10^{21}$ m$^{-3}$.

At 1200 K, $k_BT=0.1034$ eV. The two coefficients are
\begin{align}
k&=2\times10^5\,e^{-1.6/0.1034}\ \text{m/s}\approx0.0381\ \text{m/s},\\
h&=\frac{2\times10^{-5}\times4^{1.75}}{5\times10^{-3}}\ \text{m/s}\approx0.0453\ \text{m/s}.
\end{align}
The resistances are $1/k\approx26.22$ s/m and $1/h\approx22.10$ s/m, with sum 48.32 s/m. Hence $w_s\approx26.22/48.32\approx0.543$ and $w_h\approx0.457$. With $E_h=1.75\times0.1034\ \text{eV}\approx0.181$ eV,
\begin{equation}
E_{\rm app}\approx(0.5427\times1.6+0.4573\times0.1810)\ \text{eV}\approx0.951\ \text{eV}
\end{equation}
at fixed concentration. This is 0.65 eV below the surface barrier, although the surface still provides the larger resistance. At fixed partial pressure the value is $0.951-0.103=0.848$ eV. The growth rate is the same in both cases at this temperature:
\begin{equation}
R=\frac{6.036\times10^{21}}{5\times10^{28}\times48.3}\ \text{m/s}
\approx2.50\times10^{-9}\ \text{m/s}\approx0.150\ \mu\text{m/min}.
\end{equation}

The change of regime is shown by these values:
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $w_s$ & $E_{\rm app}$, fixed $C_g$ (eV) & $E_{\rm app}$, fixed $p$ (eV)\\
900 & 0.992 & 1.588 & 1.511\\
1050 & 0.895 & 1.449 & 1.359\\
1200 & 0.543 & 0.951 & 0.848\\
1350 & 0.207 & 0.493 & 0.377\\
1500 & 0.074 & 0.327 & 0.198
\end{tabular}
\end{center}

At 900 K the film holds less than one per cent of the resistance, and the fixed-concentration slope lies about 0.01 eV below $E_s$. The fixed-pressure slope lies about 0.09 eV below it, mostly because of $k_BT=0.078$ eV. At this temperature the feed condition therefore matters more than the remaining film resistance.

At 1500 K transport dominates, yet the slope at fixed concentration is 0.327 eV and not $E_h=0.226$ eV. The difference is $w_s(E_s-E_h)\approx0.074\times1.374\approx0.10$ eV. A small share multiplied by a large energy difference remains visible. At this temperature the bound in (\ref{eq:cond}) is $1.75\times0.1293^2/1.374^2\approx0.015$. The actual share, 0.074, is larger, so the plot is still concave.

The resistances are equal at 1215 K, where the slope at fixed concentration is 0.892 eV, the arithmetic mean of $E_s$ and $E_h$. The width of the transition follows from $\ln(k/h)=\ln(w_h/w_s)$. As $w_s$ goes from 0.9 to 0.1, this logarithm rises by $2\ln9\approx4.39$. If $E_s-E_h$ is treated as constant at 1.42 eV, its value near the crossing, the corresponding interval of $\beta$ is $4.39/1.42\approx3.1$ eV$^{-1}$. Centred on the crossing, it runs from about 1050 K to about 1450 K. The transition covers some 400 K and is not a sharp corner.

Between 1050 and 1350 K the fixed-concentration growth rate rises from 0.0271 to 0.319 $\mu$m/min. The logarithm of the ratio is 2.47 and the interval of $\beta$ is 2.46 eV$^{-1}$, so (\ref{eq:secant}) gives $\bar E\approx1.00$ eV. The local values at the two ends are 1.45 and 0.49 eV. The value 1.00 eV is neither the surface barrier nor the transport energy.

Corollary 3 can be applied at 1350 K, where $E_h=0.204$ eV. The fixed-concentration slope gives $w_s=(0.493-0.204)/(1.6-0.204)\approx0.207$, as it should. Using the fixed-pressure slope without adding $k_BT$ would give $(0.377-0.204)/1.396\approx0.124$, which is 40 per cent below the true share.

The numerical output compares the weighted average with slopes found by solving the discretized diffusion problem with a reacting surface and differentiating the logarithm of its rate. At the five temperatures and for both feed conditions they agree within $10^{-5}$ eV. At 1050 K conductance weights would give 0.31 eV in place of 1.45 eV.

\section{Other reaction orders and limits of validity}

\subsection*{Proposition: surface reaction of order $n$}

Let the surface consume $F=k_nC_s^n$ with $n>0$, at fixed $C_g$, and let $\theta=C_s/C_g$. Then
\begin{equation}
E_{\rm app}=\frac{(\theta/n)E_s+(1-\theta)E_h}{\theta/n+1-\theta},
\label{eq:order}
\end{equation}
where $E_s$ is now the local activation energy of $k_n$.

\emph{Proof.} Define $k=k_nC_g^{n-1}$, which has the unit of a velocity and, at fixed $C_g$, the same activation energy as $k_n$. The flux has the two expressions
\begin{equation}
F=kC_g\theta^n=hC_g(1-\theta).
\label{eq:balance}
\end{equation}
The first expression increases with $\theta$ from zero and the second decreases to zero at $\theta=1$, so there is one solution between 0 and 1. Let $\epsilon=-d\ln\theta/d\beta$. The first expression gives
\begin{equation}
E_{\rm app}=E_s+n\epsilon .
\label{eq:o1}
\end{equation}
For the second, $d\ln(1-\theta)=-d\theta/(1-\theta)=-[\theta/(1-\theta)]\,d\ln\theta$, so that
\begin{equation}
E_{\rm app}=E_h-\frac{\theta}{1-\theta}\,\epsilon .
\label{eq:o2}
\end{equation}
Multiply (\ref{eq:o1}) by $\theta/n$ and (\ref{eq:o2}) by $1-\theta$, and add. The terms $+\theta\epsilon$ and $-\theta\epsilon$ cancel, and division by $\theta/n+1-\theta$ gives (\ref{eq:order}). $\square$

The weights are again resistances, but differential ones. From $F=k_nC_s^n$ one finds $dF/dC_s=nF/C_s$, so the surface has $dC_s/dF=C_s/(nF)$. The film has $d(C_g-C_s)/dF=1/h=(C_g-C_s)/F$. Their ratio is $\theta/n$ to $1-\theta$. For $n=1$ the differential and ordinary resistances coincide, and the theorem is recovered.

With the example's values of $k$ and $h$ at 1200 K, $n=1/2$ gives $\theta=0.441$ and $E_{\rm app}=1.049$ eV, whereas the ordinary weights $\theta$ and $1-\theta$ would give 0.806 eV. For $n=2$, $\theta=0.647$ and $E_{\rm app}=0.860$ eV, against 1.099 eV from the ordinary weights. The ordinary weights err in opposite directions because $n<1$ raises the differential surface resistance and $n>1$ lowers it.

\subsection*{Remark: back reaction}

Suppose that the surface can return material to the gas, with $F=k(C_s-C_{\rm eq})$ and $C_{\rm eq}(T)<C_g$. Then $C_s=C_{\rm eq}+F/k$ and $C_g-C_s=F/h$ add up to
\begin{equation}
F=\frac{C_g-C_{\rm eq}}{1/k+1/h}.
\end{equation}
The proof of the theorem applies with $C_g$ replaced by $C_g-C_{\rm eq}$, and $E_C$ becomes $-d\ln(C_g-C_{\rm eq})/d\beta$. If $C_{\rm eq}$ rises with temperature at fixed $C_g$, the driving difference shrinks on heating and this term is negative. The apparent energy can then fall below both $E_s$ and $E_h$, and even below zero, which a weighted average of positive energies cannot do.

\subsection*{Remark: depletion and cold gas}

If upstream consumption lowers $C_g$ as the temperature rises, $E_C$ is again negative, and (\ref{eq:main}) holds with the local $C_g$. This local concentration, and the way it changes with temperature, must then be measured or calculated from a material balance over the reactor. If the gas is colder than the surface, $D$ varies across the layer and (\ref{eq:eh}) no longer follows. The driving difference changes too. Let $T_g$ and $T_s$ be the temperatures at the outer edge and at the surface. At uniform pressure, and with thermal diffusion neglected, a layer without flux has a uniform mole fraction, so the concentration at the surface is then $C_gT_g/T_s$ and not $C_g$. The film law becomes $F=h(C_gT_g/T_s-C_s)$, and (\ref{eq:main}) holds if $E_C$ is computed from $C_gT_g/T_s$ and $\beta$ refers to the surface. With $C_g$ and $T_g$ fixed this gives $E_C=-k_BT_s$. Thermal diffusion need not be small for a heavy precursor in a light carrier gas. A thermal diffusion factor $\alpha$ multiplies the flux-free surface concentration by a further $(T_g/T_s)^\alpha$. For $\alpha=0.7$, $T_g=600$ K, a linear temperature profile and the example's parameters, it lowers the rate by about 30 per cent. The value of $E_h$ must be found from the way $h$ changes with the surface temperature along the actual series of runs.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (round model parameters)
surface barrier E_s = 1.60 eV
surface prefactor k_0 = 2.0e+05 m/s
diffusivity at 300 K = 2.0e-05 m^2/s
diffusivity exponent m = 1.75
film thickness = 5.0 mm
precursor partial pressure = 100 Pa
atomic density of solid = 5.0e+28 m^-3
fixed feed concentration = 6.0358e+21 m^-3
RESISTANCES: T/K, k/(m/s), h/(m/s), surface share w_s
900  2.1949e-04  2.7354e-02  0.9920
1050  4.1818e-03  3.5824e-02  0.8955
1200  3.8135e-02  4.5255e-02  0.5427
1350  2.1279e-01  5.5614e-02  0.2072
1500  8.4191e-01  6.6874e-02  0.0736
ENERGIES in eV at fixed concentration:
T/K, E_h, weighted average, slope of film solution
900  0.1357  1.5883  1.5883
1050  0.1583  1.4493  1.4493
1200  0.1810  0.9511  0.9511
1350  0.2036  0.4929  0.4929
1500  0.2262  0.3273  0.3273
ENERGIES in eV at fixed partial pressure:
T/K, kB*T, average minus kB*T, slope of film solution
900  0.0776  1.5108  1.5108
1050  0.0905  1.3588  1.3588
1200  0.1034  0.8477  0.8477
1350  0.1163  0.3766  0.3766
1500  0.1293  0.1980  0.1980
GROWTH RATE in um/min: T/K, fixed conc., fixed pressure
900  0.00158  0.00210
1050  0.02712  0.03100
1200  0.14990  0.14990
1350  0.31935  0.28386
1500  0.44872  0.35898
conductance-weighted value at 1050 K = 0.3090 eV
temperature where k = h: 1215.2 K
film-solution slope there = 0.8916 eV
two-point slope, 1050 to 1350 K = 1.0040 eV
mean of weighted average over beta = 1.0040 eV
ORDER n at 1200 K: n, C_s/C_g, then energies in eV:
slope, differential weights, ordinary weights
0.5  0.4406  1.0490  1.0490  0.8062
2.0  0.6471  0.8597  0.8597  1.0992
\end{verbatim}
